**Zero mean charge of an amphoteric silicon dangling bond**

The mean charge, in units of e, is \(-\sinh x/(\cosh x+a)\), with \(x=(\mu-M)/kT\) and \(a=\exp(U/2kT)\). Here \(\mu\) is the Fermi level, \(M\) the midpoint of the (+/0) and (0/−) levels, \(U\) their separation and \(kT\) the thermal energy. The program builds the four-state Fock space, diagonalizes its Hamiltonian and asserts that the resulting charge agrees with this law for positive, zero and negative \(U\). It also asserts the position of the zero with and without a transverse magnetic field, the link between slope and number variance, the charged fraction at \(M\), and the levels of equal occupation. Further assertions cover two interacting defects, vibrational partition functions and Gaussian level spreads. For levels at 0.30 and 0.85 eV the output places the zero at 0.575 eV, with a charged fraction of \(2.4\times10^{-5}\) at 300 K. Unequal level widths of 0.08 and 0.05 eV move the zero by 0.035 eV, the largest shift among the neglected effects that the program sizes.

## Numerical check

```python
"""Zero of the mean charge of an amphoteric silicon dangling bond.

Result under test: with charge q = 1 - N (N = 0, 1, 2 electrons), the mean
charge is -sinh(x)/(cosh(x) + a), x = (mu - M)/kT, a = exp(U/2kT).
It vanishes only at mu = M, the midpoint of the (+/0) and (0/-) levels.
mu: Fermi level; U: upper level minus lower level; kT: thermal energy.
Energies are in eV from the valence band edge; charge q is in units of e.
The levels are total-energy differences, without spin entropy.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K_EV = const.k / const.e          # Boltzmann constant, eV/K

# Fermion operators of the two spin orbitals (Jordan-Wigner form)
lower_op = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower_op, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower_op)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
number_op = n_up + n_dn
spin_flip = c_up.T @ c_dn + c_dn.T @ c_up


def fock_probabilities(mu, e_low, e_up, temp, zeeman=0.0):
    """Probabilities of N = 0, 1, 2 from the diagonalized Hamiltonian."""
    ham = (e_low * number_op + (e_up - e_low) * n_up @ n_dn
           + 0.5 * zeeman * spin_flip)
    energy, vec = np.linalg.eigh(ham - mu * number_op)
    weight = np.exp(-(energy - energy.min()) / (K_EV * temp))
    rho_diag = (vec**2) @ (weight / weight.sum())
    electrons = np.rint(np.diag(number_op)).astype(int)
    return np.array([rho_diag[electrons == n].sum() for n in range(3)])


def fock_charge(mu, e_low, e_up, temp, zeeman=0.0):
    p = fock_probabilities(mu, e_low, e_up, temp, zeeman)
    return p[0] - p[2]


def charge_law(mu, e_low, e_up, temp):
    """Closed formula for the mean charge."""
    kt = K_EV * temp
    x = (mu - 0.5 * (e_low + e_up)) / kt
    return -np.sinh(x) / (np.cosh(x) + np.exp((e_up - e_low) / (2 * kt)))


# Example inputs: rough typical values for an oxidized silicon surface
E_LOW, E_UP, GAP, TEMP = 0.30, 0.85, 1.12, 300.0
DENSITY = 1.0e12                  # defects per cm2
OXIDE_NM = 10.0
EPS_OX, EPS_SI = 3.9, 11.7
kt = K_EV * TEMP
mid = 0.5 * (E_LOW + E_UP)
u_corr = E_UP - E_LOW

# Charge law against traces in Fock space
law_error = 0.0
for e_up in (E_UP, E_LOW, E_LOW - 0.2):
    for temp in (200.0, 300.0, 700.0):
        for mu in np.linspace(0.0, GAP, 57):
            diff = (fock_charge(mu, E_LOW, e_up, temp)
                    - charge_law(mu, E_LOW, e_up, temp))
            law_error = max(law_error, abs(diff))
assert law_error < 1e-11

# Zero of the Fock-space charge: any sign of U, temperature, magnetic field
root_error = 0.0
for e_up in (E_UP, E_LOW, E_LOW - 0.2):
    centre = 0.5 * (E_LOW + e_up)
    for temp in (300.0, 700.0):
        for zeeman in (0.0, 0.02):
            args = (E_LOW, e_up, temp, zeeman)
            root = brentq(fock_charge, centre - 0.30, centre + 0.35,
                          args=args, xtol=1e-13)
            root_error = max(root_error, abs(root - centre))
            for step in (0.01, 0.05, 0.2, 0.5):
                assert fock_charge(centre - step, *args) > 0
                assert fock_charge(centre + step, *args) < 0
assert root_error < 1e-8

# Slope of the charge against the electron-number variance
h = 1e-4
for mu in (E_LOW + 0.02, E_UP - 0.02):
    slope = (fock_charge(mu + h, E_LOW, E_UP, TEMP)
             - fock_charge(mu - h, E_LOW, E_UP, TEMP)) / (2 * h)
    p = fock_probabilities(mu, E_LOW, E_UP, TEMP)
    variance = p[1] + 4 * p[2] - (p[1] + 2 * p[2])**2
    assert abs(slope / (-variance / kt) - 1) < 1e-4

# Charged fraction at the midpoint
p_mid = fock_probabilities(mid, E_LOW, E_UP, TEMP)
charged = p_mid[0] + p_mid[2]
assert abs(charged * (1 + np.exp(u_corr / (2 * kt))) - 1) < 1e-9
p_hot = fock_probabilities(mid, E_LOW, E_UP, 400.0)

# Fermi levels at which neighbouring charge states are equally likely


def population_gap(mu, first, second):
    prob = fock_probabilities(mu, E_LOW, E_UP, TEMP)
    return prob[first] - prob[second]


equal_low = brentq(population_gap, E_LOW - 0.1, E_LOW + 0.1,
                   args=(0, 1), xtol=1e-13)
equal_up = brentq(population_gap, E_UP - 0.1, E_UP + 0.1,
                  args=(1, 2), xtol=1e-13)
assert abs(equal_low - (E_LOW - kt * np.log(2))) < 1e-9
assert abs(equal_up - (E_UP + kt * np.log(2))) < 1e-9

# Two defects with a Coulomb energy V*q1*q2, all 16 states enumerated
spacing_m = 1e-2 / np.sqrt(DENSITY)
eps_mean = 0.5 * (EPS_OX + EPS_SI)
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_mean * spacing_m)
site_states = [(0, 0.0), (1, E_LOW), (1, E_LOW), (2, E_LOW + E_UP)]


def pair_charge(mu, v_pair):
    grand, charge = [], []
    for (n1, e1), (n2, e2) in itertools.product(site_states, repeat=2):
        grand.append(e1 + e2 + v_pair * (1 - n1) * (1 - n2)
                     - mu * (n1 + n2))
        charge.append(2 - n1 - n2)
    grand = np.array(grand)
    weight = np.exp(-(grand - grand.min()) / kt)
    return 0.5 * np.dot(weight, charge) / weight.sum()


for v_pair in (coulomb, 0.2):
    pair_root = brentq(pair_charge, mid - 0.30, mid + 0.35,
                       args=(v_pair,), xtol=1e-13)
    assert abs(pair_root - mid) < 1e-8

# Vibrations: three modes per charge state, quanta summed one by one
MODE_PLUS, MODE_ZERO, MODE_MINUS = 0.050, 0.045, 0.040


def vibration_sum(quantum):
    return np.exp(-np.arange(300) * quantum / kt).sum()**3


z_plus, z_zero, z_minus = map(vibration_sum,
                              (MODE_PLUS, MODE_ZERO, MODE_MINUS))


def vibrating_charge(mu):
    w_plus = z_plus
    w_zero = 2 * z_zero * np.exp((mu - E_LOW) / kt)
    w_minus = z_minus * np.exp((2 * mu - E_LOW - E_UP) / kt)
    return (w_plus - w_minus) / (w_plus + w_zero + w_minus)


vib_shift = brentq(vibrating_charge, mid - 0.2, mid + 0.25,
                   xtol=1e-13) - mid
geometric_ratio = ((1 - np.exp(-MODE_MINUS / kt))
                   / (1 - np.exp(-MODE_PLUS / kt)))**3
assert abs(vib_shift - 0.5 * kt * np.log(geometric_ratio)) < 1e-8

# Gaussian spread of both levels, independent of each other


def spread_charge(mu, width_low, width_up, points):
    u = np.linspace(-6, 6, points)
    g = np.exp(-0.5 * u**2)
    g /= g.sum()
    q = charge_law(mu, (E_LOW + width_low * u)[:, None],
                   (E_UP + width_up * u)[None, :], TEMP)
    return g @ q @ g


WIDTH_LOW, WIDTH_UP = 0.08, 0.05
even_root = brentq(spread_charge, mid - 0.2, mid + 0.25,
                   args=(WIDTH_LOW, WIDTH_LOW, 121), xtol=1e-12)
assert abs(even_root - mid) < 1e-7
uneven = [brentq(spread_charge, mid - 0.2, mid + 0.25,
                 args=(WIDTH_LOW, WIDTH_UP, n), xtol=1e-12) - mid
          for n in (121, 241)]
assert abs(uneven[1] - uneven[0]) < 1e-5
assert uneven[1] > 1e-3
spread_mid = spread_charge(mid, WIDTH_LOW, WIDTH_UP, 241)

# Emission times at the midpoint from detailed balance
CAPTURE = 1e-15 * 1e7             # cross-section times speed, cm3/s
BAND_STATES = 3e19                # effective band density, cm-3
n_free = BAND_STATES * np.exp(-(GAP - mid) / kt)
p_free = BAND_STATES * np.exp(-mid / kt)
t_electron = 1 / (CAPTURE * n_free * p_mid[1] / p_mid[2])
t_hole = 1 / (CAPTURE * p_free * p_mid[1] / p_mid[0])

# Sheet charge, gate voltage and oxide field
cap_ox = EPS_OX * const.epsilon_0 / (OXIDE_NM * 1e-9) * 1e-4   # F/cm2
full_sheet = const.e * DENSITY                                # C/cm2
field = full_sheet * 1e4 / (EPS_OX * const.epsilon_0) * 1e-8  # MV/cm
GAP_LOSS = 0.03                   # rough narrowing, 300 to 400 K, eV

print(f"(+/0) level: {E_LOW:.3f} eV; (0/-) level: {E_UP:.3f} eV")
print(f"U: {u_corr:.3f} eV; midpoint M: {mid:.3f} eV")
print(f"gap: {GAP:.2f} eV; midgap: {GAP / 2:.3f} eV")
print(f"temperature: {TEMP:.0f} K; kT: {kt:.5f} eV")
print(f"U/2kT: {u_corr / (2 * kt):.3f}; "
      f"a: {np.exp(u_corr / (2 * kt)):.4e}")
print(f"defect density: {DENSITY:.1e} cm^-2; oxide: {OXIDE_NM:.0f} nm")
print(f"relative permittivities: oxide {EPS_OX}, silicon {EPS_SI}")
print(f"oxide capacitance: {cap_ox * 1e6:.4f} uF/cm2")
print("Fermi level (eV), mean charge (e), sheet (uC/cm2), gate shift (V)")
for mu in (0.20, GAP / 2, mid, 0.95):
    q = fock_charge(mu, E_LOW, E_UP, TEMP)
    if abs(q) < 1e-14:
        q = 0.0                   # below rounding error of the trace
    sheet = q * full_sheet
    print(f"  {mu:.3f}  {q:+.4e}  {sheet * 1e6:+.4e}  "
          f"{-sheet / cap_ox + 0.0:+.4e}")
print(f"largest error of charge law: {law_error:.1e} e")
print(f"largest distance of zero from midpoint: {root_error:.1e} eV")
print(f"charged fraction at M, 300 K: {charged:.3e}")
print(f"charged defects at M, 300 K: {charged * DENSITY:.3e} cm^-2")
print(f"charged fraction at M, 400 K: {p_hot[0] + p_hot[2]:.3e}")
print(f"kT ln2: {kt * np.log(2):.5f} eV")
print(f"equal D+ and D0 at: {equal_low:.5f} eV")
print(f"equal D0 and D- at: {equal_up:.5f} eV")
print(f"level widths (rough): {WIDTH_LOW:.2f} and {WIDTH_UP:.2f} eV")
print(f"zero shift, unequal widths: {uneven[1]:+.4f} eV")
print(f"mesh change of that shift (121 to 241): "
      f"{abs(uneven[1] - uneven[0]):.1e} eV")
print(f"mean charge at M, unequal widths: {spread_mid:+.3e} e")
print(f"net density at M, unequal widths: {spread_mid * DENSITY:+.3e} cm^-2")
print(f"vibration quanta D+, D0, D- (rough): {MODE_PLUS:.3f}, "
      f"{MODE_ZERO:.3f}, {MODE_MINUS:.3f} eV")
print(f"vibrational ratio Z+/Z-: {z_plus / z_minus:.4f}")
print(f"zero shift, vibrations: {vib_shift:+.5f} eV")
print(f"gap narrowing 300 to 400 K (rough): {GAP_LOSS:.2f} eV")
print(f"midpoint shift if levels scale with gap: "
      f"{-mid * GAP_LOSS / GAP:+.4f} eV")
print(f"mean defect spacing: {spacing_m * 1e9:.1f} nm")
print(f"Coulomb energy at that spacing: {coulomb:.4f} eV")
print(f"oxide field, all defects charged: {field:.3f} MV/cm")
print(f"capture coefficient (rough): {CAPTURE:.1e} cm3/s")
print(f"effective band density (rough): {BAND_STATES:.1e} cm^-3")
print(f"electron emission time of D-: {t_electron:.2e} s")
print(f"hole emission time of D+: {t_hole:.2e} s")
print("PASS")
```

Printed output:

```
(+/0) level: 0.300 eV; (0/-) level: 0.850 eV
U: 0.550 eV; midpoint M: 0.575 eV
gap: 1.12 eV; midgap: 0.560 eV
temperature: 300 K; kT: 0.02585 eV
U/2kT: 10.637; a: 4.1667e+04
defect density: 1.0e+12 cm^-2; oxide: 10 nm
relative permittivities: oxide 3.9, silicon 11.7
oxide capacitance: 0.3453 uF/cm2
Fermi level (eV), mean charge (e), sheet (uC/cm2), gate shift (V)
  0.200  +9.5988e-01  +1.5379e-01  -4.4536e-01
  0.560  +1.4719e-05  +2.3583e-06  -6.8295e-06
  0.575  +0.0000e+00  +0.0000e+00  +0.0000e+00
  0.950  -9.5988e-01  -1.5379e-01  +4.4536e-01
largest error of charge law: 1.1e-15 e
largest distance of zero from midpoint: 2.2e-14 eV
charged fraction at M, 300 K: 2.400e-05
charged defects at M, 300 K: 2.400e+07 cm^-2
charged fraction at M, 400 K: 3.428e-04
kT ln2: 0.01792 eV
equal D+ and D0 at: 0.28208 eV
equal D0 and D- at: 0.86792 eV
level widths (rough): 0.08 and 0.05 eV
zero shift, unequal widths: +0.0351 eV
mesh change of that shift (121 to 241): 9.0e-10 eV
mean charge at M, unequal widths: +9.150e-04 e
net density at M, unequal widths: +9.150e+08 cm^-2
vibration quanta D+, D0, D- (rough): 0.050, 0.045, 0.040 eV
vibrational ratio Z+/Z-: 0.7792
zero shift, vibrations: -0.00323 eV
gap narrowing 300 to 400 K (rough): 0.03 eV
midpoint shift if levels scale with gap: -0.0154 eV
mean defect spacing: 10.0 nm
Coulomb energy at that spacing: 0.0185 eV
oxide field, all defects charged: 0.464 MV/cm
capture coefficient (rough): 1.0e-08 cm3/s
effective band density (rough): 3.0e+19 cm^-3
electron emission time of D-: 5.72e-08 s
hole emission time of D+: 1.83e-07 s
PASS
```
